**Conservation and spectrum of the Dirac operator K**

For H = c α·p + βmc² + V(r), the operator K = β(Σ·L + 1) commutes with H and with J = L + Σ/2, and K² = J² + 1/4 (ħ = 1). Its eigenvalues are −κ = ±(j + 1/2). Here L = r × p, Σ is the four-component spin matrix vector, and γ5 exchanges the upper and lower pairs of components.

The program applies the operators as Cartesian derivatives to arbitrary four-spinors and asserts the identities, using a Gaussian as the central potential in the full commutator. It also asserts that a noncentral potential, a γ5 potential and the omission of β each break the commutation. Diagonalized angular-momentum matrices give the table of K, κ, j, l and l′ for |κ| up to 3. For a Coulomb state with Z = 80, the output shows K = +1 and a binding energy of about 96.1 keV, while L² has a nonzero spread. The γ5 partner has K = −1 and the same mean J², and the program asserts that it is not an energy eigenstate.

## Numerical verification

```python
"""
Result under test (hbar = 1): for H = c alpha.p + beta m c^2 + V(r), the operator
K = beta (Sigma.L + 1) commutes with H and with J = L + Sigma/2, and
K^2 = J^2 + 1/4. Its eigenvalues are -kappa = +(j+1/2) and -(j+1/2).
L = r x p; Sigma = diag(sigma, sigma); gamma5 exchanges upper and lower pairs.
Operators are applied as Cartesian derivatives to arbitrary four-spinors,
the spectrum comes from matrix diagonalization, and a Coulomb ground state
(atomic units, point charge Z) serves as a worked example.
"""
import numpy as np
import sympy as sp
from scipy import constants

x, y, z = coords = sp.symbols("x y z", real=True)
c, m = sp.symbols("c m", positive=True)
I = sp.I
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
zero2, one2 = sp.zeros(2, 2), sp.eye(2)


def blocks(a, b, d, e):
    return sp.Matrix(sp.BlockMatrix([[a, b], [d, e]]))


Sigma = [blocks(s, zero2, zero2, s) for s in pauli]
alpha = [blocks(zero2, s, s, zero2) for s in pauli]
beta = blocks(one2, zero2, zero2, -one2)
gamma5 = blocks(zero2, one2, one2, zero2)


def p_op(i, f):
    return -I * f.diff(coords[i])


def l_op(i, f):
    j, k = (i + 1) % 3, (i + 2) % 3
    return coords[j] * p_op(k, f) - coords[k] * p_op(j, f)


def j_op(i, f):
    return l_op(i, f) + Sigma[i] * f / 2


def total(terms):
    result = sp.zeros(4, 1)
    for term in terms:
        result = result + term
    return result


def square(op, f):
    return total(op(i, op(i, f)) for i in range(3))


def sigma_l(f):
    return total(Sigma[i] * l_op(i, f) for i in range(3))


def sigma_p(f):
    return total(Sigma[i] * p_op(i, f) for i in range(3))


def k_op(f):
    return beta * (sigma_l(f) + f)


def ham(f, potential, speed=c, mass=m):
    kinetic = total(alpha[i] * p_op(i, f) for i in range(3))
    return speed * kinetic + mass * speed**2 * beta * f + potential * f


def vanishes(column):
    return all(sp.expand(entry) == 0 for entry in column)


# Operator identities on an arbitrary spinor
psi = sp.Matrix([sp.Function("f%d" % i)(x, y, z) for i in range(4)])
W = sp.Function("W")(x, y, z)
central = sp.exp(-(x**2 + y**2 + z**2))

assert all(alpha[i] == gamma5 * Sigma[i] for i in range(3))
f0 = psi[0]
assert sp.expand(sum(l_op(i, p_op(i, f0)) for i in range(3))) == 0
assert sp.expand(sum(p_op(i, l_op(i, f0)) for i in range(3))) == 0
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = (l_op(j, p_op(k, f0)) - l_op(k, p_op(j, f0))
             + p_op(j, l_op(k, f0)) - p_op(k, l_op(j, f0)))
    assert sp.expand(cross - 2 * I * p_op(i, f0)) == 0

L2psi = square(l_op, psi)
assert vanishes(sigma_l(sigma_l(psi)) - L2psi + sigma_l(psi))
assert vanishes(square(j_op, psi) - L2psi - sigma_l(psi)
                - sp.Rational(3, 4) * psi)
assert vanishes(k_op(k_op(psi)) - square(j_op, psi) - psi / 4)
sp_psi = sigma_p(psi)
assert vanishes(sigma_l(sp_psi) + sp_psi + sigma_p(sigma_l(psi) + psi))

# Arbitrary potential W: the commutator is governed by L acting on W
commutator = ham(k_op(psi), W) - k_op(ham(psi, W))
torque = total(beta * Sigma[i] * psi * l_op(i, W) for i in range(3))
assert vanishes(commutator + torque)
assert vanishes(ham(k_op(psi), central) - k_op(ham(psi, central)))
assert not vanishes(ham(k_op(psi), z**2) - k_op(ham(psi, z**2)))
radius = sp.sqrt(x**2 + y**2 + z**2)
mu = sp.symbols("mu", positive=True)
for i in range(3):
    assert sp.simplify(l_op(i, sp.exp(-mu * radius) / radius)) == 0

# Scalar coupling is allowed; gamma5 reverses K and commutes with J
assert vanishes(beta * central * k_op(psi) - k_op(beta * central * psi))
assert vanishes(gamma5 * k_op(psi) + k_op(gamma5 * psi))
pseudo = gamma5 * central
assert not vanishes(pseudo * k_op(psi) - k_op(pseudo * psi))
for i in range(3):
    assert vanishes(j_op(i, k_op(psi)) - k_op(j_op(i, psi)))
    assert vanishes(j_op(i, ham(psi, central)) - ham(j_op(i, psi), central))
    assert vanishes(gamma5 * j_op(i, psi) - j_op(i, gamma5 * psi))

# Operators that are not conserved even for a free particle
without_beta = (ham(sigma_l(psi) + psi, 0) - sigma_l(ham(psi, 0))
                - ham(psi, 0))
assert not vanishes(without_beta)
assert not vanishes(ham(L2psi, 0) - square(l_op, ham(psi, 0)))


# Spectrum from angular-momentum matrices
def orbital_matrices(l):
    proj = np.arange(l, -l - 1, -1, dtype=float)
    raising = np.diag(np.sqrt(l * (l + 1) - proj[1:] * (proj[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(proj)]


spin = [np.array(s.tolist(), dtype=complex) / 2 for s in pauli]
upper, lower = {}, {}
for l in range(5):
    Lmat = orbital_matrices(l)
    size = 2 * l + 1
    reduced = np.eye(2 * size, dtype=complex)
    J2 = np.zeros((2 * size, 2 * size), dtype=complex)
    for Li, si in zip(Lmat, spin):
        reduced += 2 * np.kron(Li, si)
        Ji = np.kron(Li, np.eye(2)) + np.kron(np.eye(size), si)
        J2 += Ji @ Ji
    values, vectors = np.linalg.eigh(reduced)
    for value, vec in zip(values, vectors.T):
        j2 = np.vdot(vec, J2 @ vec).real
        assert np.linalg.norm(J2 @ vec - j2 * vec) < 1e-10
        j_value = np.sqrt(j2 + 0.25) - 0.5
        assert abs(abs(value) - (j_value + 0.5)) < 1e-10
        twice_j = int(round(2 * j_value))
        for table, sign in ((upper, 1), (lower, -1)):
            key = (int(round(sign * value)), twice_j)
            table.setdefault(key, []).append(l)

print("Angular table (hbar = 1); l: upper pair, l': lower pair")
shown = sorted((key for key in upper if abs(key[0]) <= 3),
               key=lambda key: (abs(key[0]), -key[0]))
assert {key[0] for key in shown} == {-3, -2, -1, 1, 2, 3}
for key in shown:
    K_value, twice_j = key
    kappa = -K_value
    l_up, l_low = upper[key][0], lower[key][0]
    assert len(set(upper[key])) == len(set(lower[key])) == 1
    assert len(upper[key]) == len(lower[key]) == twice_j + 1
    assert l_up * (l_up + 1) == kappa * (kappa + 1)
    assert l_low * (l_low + 1) == kappa * (kappa - 1)
    assert abs(l_up - l_low) == 1
    print(f"K={K_value:+d} kappa={kappa:+d} j={twice_j}/2 l={l_up} "
          f"l'={l_low} number of m values={len(upper[key])}")

# Coulomb ground state with m = 1/2, in atomic units
Z = 80
fine = constants.fine_structure
light = 1 / fine
g = np.sqrt(1 - (Z * fine)**2)
a = (1 - g) / (Z * fine)
state = radius**(g - 1) * sp.exp(-Z * radius) * sp.Matrix(
    [1, 0, I * a * z / radius, I * a * (x + I * y) / radius])

# All components share one radial factor, so angular means need one sphere.
nodes, weights = np.polynomial.legendre.leggauss(8)
points, wts = [], []
for u, w in zip(nodes, weights):
    for phi in 2 * np.pi * np.arange(8) / 8:
        s = np.sqrt(1 - u * u)
        points.append(np.array([s * np.cos(phi), s * np.sin(phi), u]) / Z)
        wts.append(w)
wts = np.array(wts)


def sample(column):
    function = sp.lambdify(coords, column, "numpy")
    return np.array([np.asarray(function(*pt), dtype=complex).ravel()
                     for pt in points])


def inner(left, right):
    return np.sum(wts[:, None] * left.conj() * right)


base = sample(state)
norm = inner(base, base).real


def mean(column):
    return inner(base, sample(column)).real / norm


H_state = sample(ham(state, -Z / radius, light, 1))
energy = inner(base, H_state).real / norm
assert abs(energy - light**2 * g) < 1e-6
assert np.max(np.abs(H_state - energy * base)) < 1e-6 * np.max(np.abs(base))
# A second radius shows that the eigenvalue equation is not special to one sphere.
far = (0.7 / Z, -1.1 / Z, 1.9 / Z)
far_state = np.asarray(sp.lambdify(coords, state, "numpy")(*far), complex)
far_H = np.asarray(sp.lambdify(
    coords, ham(state, -Z / radius, light, 1), "numpy")(*far), complex)
assert np.max(np.abs(far_H - energy * far_state)) < 1e-6 * np.max(
    np.abs(far_state))

K_state = sample(k_op(state))
K_mean = inner(base, K_state).real / norm
assert np.max(np.abs(K_state - base)) < 1e-10 * np.max(np.abs(base))
L2_column = square(l_op, state)
L2_values = sample(L2_column)
L2_mean = inner(base, L2_values).real / norm
L2_spread = np.sqrt(inner(L2_values, L2_values).real / norm - L2_mean**2)
SL_mean = mean(sigma_l(state))
J2_mean = mean(square(j_op, state))
Lz_mean = mean(l_op(2, state))
Sz_mean = mean(Sigma[2] * state / 2)
lower_weight = inner(base[:, 2:], base[:, 2:]).real / norm
assert abs(L2_mean - (1 - g)) < 1e-10
assert abs(SL_mean + (1 - g)) < 1e-10
assert abs(lower_weight - (1 - g) / 2) < 1e-10
assert abs(J2_mean - 0.75) < 1e-10
assert abs(Lz_mean + Sz_mean - 0.5) < 1e-10
assert L2_spread > 0.1

partner_column = gamma5 * state
partner = sample(partner_column)
K_partner = sample(k_op(partner_column))
partner_K = inner(partner, K_partner).real / norm
partner_J2 = inner(partner, sample(square(j_op, partner_column))).real / norm
partner_L2 = inner(partner, sample(square(l_op, partner_column))).real / norm
H_partner = sample(ham(partner_column, -Z / radius, light, 1))
assert np.max(np.abs(K_partner + partner)) < 1e-10 * np.max(np.abs(partner))
assert abs(partner_J2 - 0.75) < 1e-10
partner_energy = inner(partner, H_partner) / norm
assert np.max(np.abs(H_partner - partner_energy * partner)) > np.max(
    np.abs(partner))

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
binding = light**2 - energy
print("Coulomb ground state, fixed point charge, m = 1/2")
print(f"Z = {Z} (dimensionless)")
print(f"speed of light c = {light:.6f} atomic units")
print(f"Z alpha = {Z * fine:.6f} (dimensionless)")
print(f"g = sqrt(1-(Z alpha)^2) = {g:.6f} (dimensionless)")
print(f"a = (1-g)/(Z alpha) = {a:.6f} (dimensionless)")
print(f"energy E including rest energy = {energy:.4f} hartree")
print(f"rest energy c^2 = {light**2:.4f} hartree")
print(f"binding energy c^2-E = {binding:.4f} hartree")
print(f"binding energy c^2-E = {binding * hartree_ev / 1000:.4f} keV")
print(f"mean K = {K_mean:.6f} hbar")
print(f"kappa = {-K_mean:.6f} (dimensionless)")
print(f"mean J^2 = {J2_mean:.6f} hbar^2")
print(f"weight of lower pair = {lower_weight:.6f} (dimensionless)")
print(f"mean L^2 = {L2_mean:.6f} hbar^2")
print(f"standard deviation of L^2 = {L2_spread:.6f} hbar^2")
print(f"mean Sigma.L = {SL_mean:.6f} hbar")
print(f"mean L_z = {Lz_mean:.6f} hbar")
print(f"mean Sigma_z/2 = {Sz_mean:.6f} hbar")
print("State obtained by applying gamma5")
print(f"mean K = {partner_K:.6f} hbar")
print(f"mean J^2 = {partner_J2:.6f} hbar^2")
print(f"mean L^2 = {partner_L2:.6f} hbar^2")
print("checks complete")
```

Output:

```
Angular table (hbar = 1); l: upper pair, l': lower pair
K=+1 kappa=-1 j=1/2 l=0 l'=1 number of m values=2
K=-1 kappa=+1 j=1/2 l=1 l'=0 number of m values=2
K=+2 kappa=-2 j=3/2 l=1 l'=2 number of m values=4
K=-2 kappa=+2 j=3/2 l=2 l'=1 number of m values=4
K=+3 kappa=-3 j=5/2 l=2 l'=3 number of m values=6
K=-3 kappa=+3 j=5/2 l=3 l'=2 number of m values=6
Coulomb ground state, fixed point charge, m = 1/2
Z = 80 (dimensionless)
speed of light c = 137.035999 atomic units
Z alpha = 0.583788 (dimensionless)
g = sqrt(1-(Z alpha)^2) = 0.811906 (dimensionless)
a = (1-g)/(Z alpha) = 0.322196 (dimensionless)
energy E including rest energy = 15246.6730 hartree
rest energy c^2 = 18778.8651 hartree
binding energy c^2-E = 3532.1921 hartree
binding energy c^2-E = 96.1158 keV
mean K = 1.000000 hbar
kappa = -1.000000 (dimensionless)
mean J^2 = 0.750000 hbar^2
weight of lower pair = 0.094047 (dimensionless)
mean L^2 = 0.188094 hbar^2
standard deviation of L^2 = 0.583788 hbar^2
mean Sigma.L = -0.188094 hbar
mean L_z = 0.062698 hbar
mean Sigma_z/2 = 0.437302 hbar
State obtained by applying gamma5
mean K = -1.000000 hbar
mean J^2 = 0.750000 hbar^2
mean L^2 = 0.188094 hbar^2
checks complete
```
